**Inverting three CO bands of Mn(CO)5Br for force constants**

With $K=\mu\omega^2$ for each band, the cis interaction $k$ obeys $40k^2-6(A+B)k+AB=0$, where $A$ and $B$ are the $K$ values of the upper and lower $A_1$ bands minus that of the $E$ band. The axial and equatorial constants $k_1$ and $k_2$ then follow from linear relations, with the trans interaction set to $2k$. The program asserts that this closed form agrees with a numerical inversion based on diagonalizing the full five-by-five matrix. On 600 random force fields it asserts the recovery of the constants, the signs of the roots and the condition $k_1<k_2-4k/3$ for an $E$ band above the lower $A_1$ band. For the rough input energies the output gives $k_1=102.3$, $k_2=109.0$ and $k=1.39$ eV/Å$^2$, and a $B_1$ band at 0.2578 eV. Both roots reproduce the three energies, but the positive one makes the upper $A_1$ band weak and the negative one makes it strong. Refits with metal–ligand springs and with an anharmonic correction change $k_1$ and $k_2$ by about −4 and +2 percent, while their difference stays near 6.7 eV/Å$^2$.

## Program and output

```python
"""
Result under test: the CO force constants of Mn(CO)5Br (C4v) follow from three bands.
K = (reduced mass)*(angular frequency)^2 for each band:
  a = upper A1, b = lower A1, e = E;  A = a-e, B = b-e
  40 k^2 - 6(A+B) k + A B = 0,  k2 = e + 2k,  k1 = a + b - e - 6k
k1: axial CO, k2: equatorial CO, k: cis interaction, 2k: trans interaction.
Program units: eV, angstrom, atomic mass unit; force constants in eV/angstrom^2.
"""
import itertools
import numpy as np
from scipy import constants as sc
from scipy.optimize import fsolve

MASS_C, MASS_O, MASS_MN, MASS_BR = 12.0, 15.9949, 54.938, 78.918
reduced_mass = MASS_C * MASS_O / (MASS_C + MASS_O)
# vibrational quantum in eV = QUANTUM * sqrt(force constant / mass)
QUANTUM = sc.hbar / sc.e * np.sqrt(sc.e / 1e-20 / sc.atomic_mass)
TO_N_PER_M = sc.e / 1e-20
TO_WAVENUMBER = sc.e / (sc.h * sc.c * 100)

# CO order: axial (+z), then equatorial +x, +y, -x, -y
DIRECTIONS = np.array([[0, 0, 1], [1, 0, 0], [0, 1, 0], [-1, 0, 0], [0, -1, 0]], float)
ROTATION = [0, 2, 3, 4, 1]


def band_constant(energy):
    return reduced_mass * (np.asarray(energy) / QUANTUM) ** 2


def band_energy(constant):
    return QUANTUM * np.sqrt(np.asarray(constant) / reduced_mass)


def force_matrix(k1, k2, k, ratio=2.0, axial_factor=1.0):
    matrix = np.full((5, 5), k, dtype=float)
    matrix[0, 1:] = matrix[1:, 0] = axial_factor * k
    for i, j in ((1, 3), (2, 4)):
        matrix[i, j] = matrix[j, i] = ratio * k
    np.fill_diagonal(matrix, [k1, k2, k2, k2, k2])
    return matrix


def sort_by_symmetry(values, stretches):
    """Overlap with the mode turned by 90 degrees: A1 +1, B1 -1, E 0."""
    overlap = (stretches * stretches[ROTATION]).sum(0) / (stretches ** 2).sum(0)
    a1 = values[overlap > 0.5]
    b1 = values[overlap < -0.5]
    e_pair = values[np.abs(overlap) <= 0.5]
    assert len(a1) == 2 and len(b1) == 1 and len(e_pair) == 2
    assert abs(e_pair[0] - e_pair[1]) < 1e-8 * e_pair[0]
    return np.array([a1.max(), a1.min(), e_pair.mean(), b1[0]])


def co_only_constants(k1, k2, k, **options):
    return sort_by_symmetry(*np.linalg.eigh(force_matrix(k1, k2, k, **options)))


def closed_form(a, b, e):
    """Both solutions (k1, k2, k), larger k first."""
    total, product = a + b - 2 * e, (a - e) * (b - e)
    root = np.sqrt(max(9 * total ** 2 - 40 * product, 0.0))
    answers = []
    for sign in (1, -1):
        k = (3 * total + sign * root) / 40
        answers.append(np.array([a + b - e - 6 * k, e + 2 * k, k]))
    return answers


def numerical_inversion(energy_model, target):
    def mismatch(p):
        return 1000 * (energy_model(*p)[:3] - target)
    answer, _, flag, message = fsolve(mismatch, [100.0, 110.0, 1.0], xtol=1e-12,
                                      epsfcn=1e-10, full_output=True)
    assert np.max(np.abs(mismatch(answer))) < 1e-6, message
    return answer


def full_stretch_energies(k1, k2, k, k_mc, k_mbr):
    """Twelve atoms in Cartesian coordinates: CO, Mn-C and Mn-Br springs, no bends."""
    masses = np.repeat([MASS_MN] + [MASS_C] * 5 + [MASS_O] * 5 + [MASS_BR], 3)
    bonds = np.zeros((11, 36))
    for i, n in enumerate(DIRECTIONS):
        carbon, oxygen = 3 * (1 + i), 3 * (6 + i)
        bonds[i, oxygen:oxygen + 3] = n
        bonds[i, carbon:carbon + 3] = -n
        bonds[5 + i, carbon:carbon + 3] = n
        bonds[5 + i, 0:3] = -n
    bonds[10, 33:36] = [0, 0, -1]
    bonds[10, 0:3] = [0, 0, 1]
    springs = np.diag([0.0] * 5 + [k_mc] * 5 + [k_mbr])
    springs[:5, :5] = force_matrix(k1, k2, k)
    weighted = bonds / np.sqrt(masses)
    values, vectors = np.linalg.eigh(weighted.T @ springs @ weighted)
    return QUANTUM * np.sqrt(sort_by_symmetry(values[-5:], (weighted @ vectors[:, -5:])[:5]))


def intensities(k1, k2, k):
    """Squared dipole change, unit dipole per CO bond: upper A1, lower A1, E pair, B1."""
    values, vectors = np.linalg.eigh(force_matrix(k1, k2, k))
    strength = ((DIRECTIONS.T @ vectors) ** 2).sum(0)
    overlap = (vectors * vectors[ROTATION]).sum(0)
    a1 = strength[overlap > 0.5]          # eigenvalues ascend: lower A1 first
    return np.array([a1[1], a1[0], strength[np.abs(overlap) <= 0.5].sum(),
                     strength[overlap < -0.5][0]])


# ---- worked example: rough band energies
observed = np.array([0.2650, 0.2490, 0.2545])       # upper A1, lower A1, E
a, b, e = band_constant(observed)
best, rejected = closed_form(a, b, e)
k1, k2, k = best

# atomic-unit route to the same band constant
hartree = sc.physical_constants["Hartree energy in eV"][0]
bohr = sc.physical_constants["Bohr radius"][0] * 1e10
mass_au = reduced_mass * sc.atomic_mass / sc.m_e
assert abs(mass_au * (observed[0] / hartree) ** 2 * hartree / bohr ** 2 / a - 1) < 1e-7

# closed form against numerical inversion of the five-by-five problem
numeric = numerical_inversion(lambda *p: band_energy(co_only_constants(*p)), observed)
assert np.allclose(numeric, best, atol=1e-5)
for solution in (best, rejected):
    assert np.allclose(co_only_constants(*solution)[:3], [a, b, e], atol=1e-9)
b1_energy = float(band_energy(co_only_constants(*best)[3]))
assert abs(b1_energy - band_energy(k2)) < 1e-12

# root choice, ordering rule and forbidden window on random force fields
rng = np.random.default_rng(4)
window_edge = (11 - np.sqrt(40)) / 9
counts = [0, 0]
for _ in range(600):
    t2, tk = rng.uniform(100, 115), rng.uniform(0.5, 2.5)
    t1 = t2 + rng.uniform(-10, 12)
    ra, rb, re, _unused = co_only_constants(t1, t2, tk)
    pair = closed_form(ra, rb, re)
    assert (rb < re) == (t1 < t2 - 4 * tk / 3)
    assert min(np.max(np.abs(s - [t1, t2, tk])) for s in pair) < 1e-4
    for s in pair:
        assert np.allclose(co_only_constants(*s)[:3], [ra, rb, re], atol=1e-6)
    if rb < re:
        counts[0] += 1
        assert pair[0][2] > 0 > pair[1][2]
    else:
        counts[1] += 1
        assert pair[0][2] > 0 and pair[1][2] > 0
        assert (rb - re) / (ra - re) <= window_edge + 1e-9
assert min(counts) > 50

# intensities from eigenvectors against the axial-share formula
strength, strength_rejected = intensities(*best), intensities(*rejected)
axial_share = 4 * k ** 2 / ((a - k1) ** 2 + 4 * k ** 2)
assert abs(strength[0] - axial_share) < 1e-9
assert abs(strength[2] - 4) < 1e-9 and strength[3] < 1e-12
assert strength[0] < 0.1 < 0.9 < strength_rejected[0]

# ---- orbital model for the trans/cis ratio: three filled d-pi, ten CO pi* orbitals
PI_HOP, PI_GAP, PI_SLOPE = 1.0, 5.0, 5.0            # eV, eV, eV/angstrom


def pi_energy(stretch):
    h = np.zeros((13, 13))
    level = 3
    for axis, r in zip("zxyxy", stretch):
        for d, name in enumerate(("xy", "xz", "yz")):
            if axis in name:
                h[d, level] = h[level, d] = PI_HOP
                h[level, level] = PI_GAP - PI_SLOPE * r
                level += 1
    return 2 * np.linalg.eigvalsh(h)[:3].sum()


def pi_interaction(i, j, step=0.01):
    total = 0.0
    for si, sj in itertools.product((1, -1), repeat=2):
        r = np.zeros(5)
        r[i], r[j] = si * step, sj * step
        total += si * sj * pi_energy(r)
    return total / (4 * step ** 2)


pi_trans, pi_cis_eq, pi_cis_ax = (pi_interaction(1, 3), pi_interaction(1, 2),
                                  pi_interaction(0, 1))
assert min(pi_trans, pi_cis_eq, pi_cis_ax) > 0
assert abs(pi_trans / (pi_cis_eq + pi_cis_ax) - 1) < 1e-3   # finite-difference error

# ---- neglected effects
half_step = 0.00025
corners = np.array([closed_form(*band_constant(observed + half_step * np.array(s)))[0]
                    for s in itertools.product((1, -1), repeat=3)])
spread = np.abs(corners - best).max(0)

variants = {}
for label, options in (("trans/cis 1.5", dict(ratio=1.5)),
                       ("trans/cis 2.5", dict(ratio=2.5)),
                       ("ax-eq cis x1.2", dict(axial_factor=1.2))):
    def model(*p, options=options):
        return band_energy(co_only_constants(*p, **options))
    fitted = numerical_inversion(model, observed)
    variants[label] = (fitted, model(*fitted)[3])

K_MC, K_MBR = 12.0, 8.0                             # rough springs, eV/angstrom^2
assert np.allclose(full_stretch_energies(*best, 0.0, 0.0)[:3], observed, atol=1e-10)


def metal_model(*p):
    return full_stretch_energies(*p, K_MC, K_MBR)


with_metal = numerical_inversion(metal_model, observed)
variants["with Mn-C, Mn-Br"] = (with_metal, metal_model(*with_metal)[3])

ANHARMONIC = 0.003                                  # rough lowering of a fundamental, eV
harmonic = closed_form(*band_constant(observed + ANHARMONIC))[0]
variants["anharmonic"] = (harmonic, float(band_energy(harmonic[1])) - ANHARMONIC)


def coupled_morse_lowering(omega, lowering, coupling):
    """Lowering of both fundamentals of two Morse oscillators with potential
    coupling*q1*q2, where q is the dimensionless oscillator coordinate."""
    size, kept = 50, 10
    n = np.arange(size)
    q = np.diag(np.sqrt(n[1:] / 2), 1)
    q = q + q.T
    x, u = np.linalg.eigh(q)
    depth = omega ** 2 / (2 * lowering)
    width = np.sqrt(omega / (2 * depth))
    extra = depth * (1 - np.exp(-width * x)) ** 2 - omega * x ** 2 / 2
    levels, states = np.linalg.eigh(np.diag(omega * (n + 0.5)) + (u * extra) @ u.T)
    assert abs(levels[1] - levels[0] - (omega - lowering)) < 1e-8
    q_small = (states.T @ q @ states)[:kept, :kept]
    one, unit = np.diag(levels[:kept]), np.eye(kept)
    pair = np.linalg.eigvalsh(np.kron(one, unit) + np.kron(unit, one)
                              + coupling * np.kron(q_small, q_small))
    uncorrected = omega * np.sqrt(1 + np.array([-1, 1]) * coupling / omega)
    return uncorrected - (pair[1:3] - pair[0])


omega_local = float(band_energy(k2)) + ANHARMONIC
lowerings = coupled_morse_lowering(omega_local, ANHARMONIC, omega_local * 2 * k / k2)
# uniform only to leading order in anharmonicity and coupling, hence 10 percent
assert np.all(np.abs(lowerings / ANHARMONIC - 1) < 0.10)

hot_ratio = np.exp(-observed[1] * sc.e / (sc.k * 300.0))

# ---- printed numbers
print("Inputs (rough): upper A1, E, lower A1 = %.4f, %.4f, %.4f eV"
      % (observed[0], observed[2], observed[1]))
print("CO reduced mass = %.4f u = %.1f electron masses" % (reduced_mass, mass_au))
print("1 hartree/bohr^2 = %.4f eV/A^2" % (hartree / bohr ** 2))
print("Band constants a, b, e = %.3f, %.3f, %.3f eV/A^2" % (a, b, e))
print("A = a-e = %.3f, B = b-e = %.3f eV/A^2" % (a - e, b - e))
print("A+B = %.3f eV/A^2, AB = %.3f (eV/A^2)^2" % (a + b - 2 * e, (a - e) * (b - e)))
print("Square root in k formula = %.3f eV/A^2"
      % np.sqrt(9 * (a + b - 2 * e) ** 2 - 40 * (a - e) * (b - e)))
print("Positive root: k1, k2, k = %.2f, %.2f, %.3f eV/A^2" % tuple(best))
print("  trans interaction 2k = %.3f eV/A^2" % (2 * k))
print("  in N/m: k1, k2, k = %.0f, %.0f, %.1f" % tuple(best * TO_N_PER_M))
print("  k2-k1 = %.2f eV/A^2; 4k/3 = %.2f eV/A^2" % (k2 - k1, 4 * k / 3))
print("Numerical inversion: k1, k2, k = %.2f, %.2f, %.3f eV/A^2" % tuple(numeric))
print("Negative root: k1, k2, k = %.2f, %.2f, %.3f eV/A^2" % tuple(rejected))
print("Predicted B1 = %.4f eV = %.0f cm^-1" % (b1_energy, b1_energy * TO_WAVENUMBER))
print("Intensity upper A1, lower A1, E pair = %.3f, %.3f, %.3f (relative)"
      % tuple(strength[:3]))
print("Same, negative root = %.3f, %.3f, %.3f (relative)" % tuple(strength_rejected[:3]))
print("No real root for B/A between %.4f and %.4f" % (window_edge, 1 / window_edge))
print("Random force fields tested: b<e %d, b>e %d" % tuple(counts))
print("Orbital model: hop %.1f eV, gap %.1f eV, slope %.1f eV/A"
      % (PI_HOP, PI_GAP, PI_SLOPE))
print("  trans, cis eq-eq, cis ax-eq = %.4f, %.4f, %.4f eV/A^2"
      % (pi_trans, pi_cis_eq, pi_cis_ax))
print("  trans/cis eq-eq = %.3f, trans/cis ax-eq = %.3f"
      % (pi_trans / pi_cis_eq, pi_trans / pi_cis_ax))
print("Input rounding +-%.2f meV: largest change of k1, k2, k = %.2f, %.2f, %.3f eV/A^2"
      % (1000 * half_step, *spread))
print("Rough springs: Mn-C %.1f, Mn-Br %.1f eV/A^2" % (K_MC, K_MBR))
print("Rough anharmonic lowering = %.1f meV" % (1000 * ANHARMONIC))
print("Refits: k1, k2, k, k2-k1 in eV/A^2; B1 in eV")
for label, (p, b1_value) in variants.items():
    print("  %-17s %.2f, %.2f, %.3f, %.2f; %.4f" % (label, *p, p[1] - p[0], b1_value))
print("Change of k1, k2 with metal springs = %.1f, %.1f percent"
      % tuple(100 * (with_metal / best - 1)[:2]))
print("Change of k1, k2 with anharmonicity = %.1f, %.1f percent"
      % tuple(100 * (harmonic / best - 1)[:2]))
print("Coupled Morse pair: lowering of lower, upper band = %.2f, %.2f meV"
      % tuple(1000 * lowerings))
print("Boltzmann factor of lowest CO level at 300 K = %.1e" % hot_ratio)
print("tests ok")
```

Running it gives:

```
Inputs (rough): upper A1, E, lower A1 = 0.2650, 0.2545, 0.2490 eV
CO reduced mass = 6.8562 u = 12498.1 electron masses
1 hartree/bohr^2 = 97.1736 eV/A^2
Band constants a, b, e = 115.182, 101.693, 106.235 eV/A^2
A = a-e = 8.947, B = b-e = -4.542 eV/A^2
A+B = 4.405 eV/A^2, AB = -40.637 (eV/A^2)^2
Square root in k formula = 42.427 eV/A^2
Positive root: k1, k2, k = 102.29, 109.02, 1.391 eV/A^2
  trans interaction 2k = 2.782 eV/A^2
  in N/m: k1, k2, k = 1639, 1747, 22.3
  k2-k1 = 6.72 eV/A^2; 4k/3 = 1.85 eV/A^2
Numerical inversion: k1, k2, k = 102.29, 109.02, 1.391 eV/A^2
Negative root: k1, k2, k = 115.02, 104.77, -0.730 eV/A^2
Predicted B1 = 0.2578 eV = 2079 cm^-1
Intensity upper A1, lower A1, E pair = 0.045, 0.955, 4.000 (relative)
Same, negative root = 0.988, 0.012, 4.000 (relative)
No real root for B/A between 0.5195 and 1.9250
Random force fields tested: b<e 216, b>e 384
Orbital model: hop 1.0 eV, gap 5.0 eV, slope 5.0 eV/A
  trans, cis eq-eq, cis ax-eq = 0.0552, 0.0249, 0.0304 eV/A^2
  trans/cis eq-eq = 2.220, trans/cis ax-eq = 1.820
Input rounding +-0.25 meV: largest change of k1, k2, k = 0.26, 0.22, 0.065 eV/A^2
Rough springs: Mn-C 12.0, Mn-Br 8.0 eV/A^2
Rough anharmonic lowering = 3.0 meV
Refits: k1, k2, k, k2-k1 in eV/A^2; B1 in eV
  trans/cis 1.5     102.53, 108.67, 1.623, 6.14; 0.2564
  trans/cis 2.5     102.14, 109.27, 1.214, 7.12; 0.2588
  ax-eq cis x1.2    102.53, 108.94, 1.352, 6.41; 0.2577
  with Mn-C, Mn-Br  98.21, 104.91, 1.410, 6.69; 0.2577
  anharmonic        104.77, 111.57, 1.407, 6.80; 0.2578
Change of k1, k2 with metal springs = -4.0, -3.8 percent
Change of k1, k2 with anharmonicity = 2.4, 2.3 percent
Coupled Morse pair: lowering of lower, upper band = 2.93, 2.90 meV
Boltzmann factor of lowest CO level at 300 K = 6.6e-05
tests ok
```
